# Differential equations and boundary conditions for atomic Coulomb integrals, part 2

A radial self-consistent-field program needs, for each orbital pair and multipole order \(k\ge0\), an integral with the kernel \(r_<^k/r_>^{k+1}\), where \(r_<=\min(r,s)\) and \(r_>=\max(r,s)\). Local differential equations replace it on a grid of \(N\) points. Units are SI, a prime means \(d/dr\), \(a_0\) is the Bohr radius and \(K=e^2/4\pi\varepsilon_0\).

An orbital is \(\psi_a=(P_a/r)\mathcal Y_{l_am_a}\), with \(\int_0^\infty P_a^2\,dr=1\) and \(\mathcal Y_{lm}\) a normalised spherical harmonic. Put \(S=P_aP_b\), with \(S\simeq c\,r^{L+2}\) at the origin and \(L=l_a+l_b\), and define
\[
Z^k(r)=\int_0^r\Big(\frac sr\Big)^{k}S(s)\,ds,\qquad W^k(r)=\int_r^\infty\Big(\frac rs\Big)^{k+1}S(s)\,ds,\qquad Y^k=Z^k+W^k .
\]
The superscript is dropped where only one order is in play. Then
\[
\text{(A)}\quad Z'=S-\frac{k}{r}Z,\qquad Z(0)=0,
\]
\[
\text{(B)}\quad Y'=\frac{(k+1)Y-(2k+1)Z}{r},\qquad Y-Z\to0\ \ (r\to\infty),
\]
\[
\text{(C)}\quad Y''=\frac{k(k+1)}{r^2}Y-\frac{2k+1}{r}S,\qquad Y(0)=0,\qquad rY'+kY\to0\ \ (r\to\infty).
\]
The pair (A), (B) is solved by integrating \(Z\) outward, then \(Y\) inward. On the logarithmic grid \(t=\ln(r/a_0)\), \(\theta=r\,d/dr=d/dt\) and \(r^2Y''=(\theta^2-\theta)Y\).

With \(A_k=\int_0^\infty s^{-k-1}S\,ds\) and \(M_k=\int_0^\infty s^kS\,ds\), for \(k\le L\),
\[
Y=A_kr^{k+1}-\frac{(2k+1)\,c\,r^{L+3}}{(L+k+3)(L+2-k)}+O(r^{L+4})
\]
near the origin, where \(A_k\) can vanish; at large \(r\), \(Y\) approaches \(M_kr^{-k}\).

The charge density \(\rho=-e(S/r^2)\sum_{kq}f_{kq}\mathcal Y_{kq}\), with angular coefficients \(f_{kq}\), has the potential
\[
\varphi(\mathbf r)=-\frac{e}{4\pi\varepsilon_0}\sum_{kq}\frac{4\pi}{2k+1}f_{kq}\,\mathcal Y_{kq}(\Omega)\,\frac{Y^k(r)}{r}.
\]
\(\mathcal P_k\) are Legendre polynomials. Slater integrals are \(K\int_0^\infty\tilde S\,Y^k\,dr/r\): the direct \(F^k(a,b)\) has \(S=P_b^2\), \(\tilde S=P_a^2\); the exchange \(G^k(a,b)\) has \(S=\tilde S=P_aP_b\).

Two mistakes were diagnosed. Integrating (B) outward from \(r_0\) gives the error \(\delta Y(r)=\delta Y(r_0)(r/r_0)^{k+1}\). Imposing \(Y(R)=0\) at the last grid point \(R\) gives the error \(-M_kR^{-k}(r/R)^{k+1}\) in \(Y^k\), and shifts \(F^k(a,a)\) by \(\Delta F^k=-\frac{K M_k^2}{R^{2k+1}}\).

**Q.** I would like to solve (C) with Numerov's method on the logarithmic grid, but \(\theta^2-\theta\) has a first derivative.

**A.** Remove it with \(Y=e^{t/2}y\), where \(e^{t/2}=(r/a_0)^{1/2}\). Then \(\theta Y=e^{t/2}(y_t+\tfrac12y)\) and \(\theta^2Y=e^{t/2}(y_{tt}+y_t+\tfrac14y)\), so \((\theta^2-\theta)Y=e^{t/2}(y_{tt}-\tfrac14y)\). Since \(k(k+1)+\tfrac14=(k+\tfrac12)^2\),
\[
y_{tt}=(k+\tfrac12)^2y-(2k+1)\,rS\,e^{-t/2}\equiv f .
\]
For step \(h\), Taylor expansion gives \(y_{i+1}-2y_i+y_{i-1}=h^2y_{tt}+\tfrac{h^4}{12}y_{tttt}+O(h^6)\). Replace \(y_{tt}\) by \(f_i\), and \(y_{tttt}=f_{tt}\) by \((f_{i+1}-2f_i+f_{i-1})/h^2\), whose \(O(h^2)\) error contributes at \(O(h^6)\):
\[
y_{i+1}-2y_i+y_{i-1}=\frac{h^2}{12}\,(f_{i+1}+10f_i+f_{i-1}).
\]
The global error is \(O(h^4)\). With \(\lambda=k+\tfrac12\), the off-diagonal elements are \(1-h^2\lambda^2/12\) and the diagonal is \(-(2+10h^2\lambda^2/12)\), so the tridiagonal system is diagonally dominant and is solved stably in \(N\) steps. The origin lies at \(t=-\infty\), so the inner condition is imposed as a ratio. At the inner end the term \(A_kr^{k+1}\) of \(Y\) means \(y\propto e^{\lambda t}\), hence \(y_0=e^{-\lambda h}y_1\). When \(A_k=0\) the true \(Y\) does not obey this ratio, but the absolute error it causes is of order \(r^{L+3}\) at the inner radius and so negligible; only the relative accuracy of the tiny values of \(Y\) at the first grid points is lost. At the outer end \(Y\propto r^{-k}\) means \(y\propto e^{-\lambda t}\), hence \(y_N=e^{-\lambda h}y_{N-1}\).

**Q.** Show me numbers for an atom.

**A.** Take Slater-type orbitals with chosen exponents: \(\zeta_{1s}=8.7/a_0=1.64406\times10^{11}\ \mathrm{m^{-1}}\) and \(\zeta_2=2.6/a_0=4.91329\times10^{10}\ \mathrm{m^{-1}}\) for 2s and 2p, with \(a_0=5.291772\times10^{-11}\) m and \(K=2.307078\times10^{-28}\) J m. Let \(\beta=2\zeta_2=9.82658\times10^{10}\ \mathrm{m^{-1}}\) and \(x=\beta r\). The 2p function is \(P_{2p}=(\beta^5/24)^{1/2}r^2e^{-\zeta_2r}\), normalised because \(\int_0^\infty r^4e^{-\beta r}dr=4!/\beta^5\). Then \(S\,dr=x^4e^{-x}dx/24\), with \(L=2\) and \(c=\beta^5/24\). With the incomplete gamma functions \(\gamma(n,x)=\int_0^xu^{n-1}e^{-u}du\) and \(\Gamma(n,x)=\int_x^\infty u^{n-1}e^{-u}du\), the definitions give directly
\[
Z^k=\frac{\gamma(5+k,x)}{24\,x^k},\qquad W^k=\frac{x^{k+1}\,\Gamma(4-k,x)}{24}.
\]
The limiting constants follow from \(\int_0^\infty r^ne^{-\beta r}dr=n!/\beta^{n+1}\):
\[
A_0=\frac{\beta^5}{24}\frac{3!}{\beta^4}=\frac\beta4=2.45664\times10^{10}\ \mathrm{m^{-1}},\qquad A_2=\frac{\beta^5}{24}\frac{1!}{\beta^2}=\frac{\beta^3}{24}=3.95362\times10^{31}\ \mathrm{m^{-3}},
\]
\[
M_0=1,\qquad M_2=\frac{\beta^5}{24}\frac{6!}{\beta^7}=\frac{30}{\beta^2}=3.10683\times10^{-21}\ \mathrm{m^2}=1.109467\,a_0^2 .
\]

At \(r=5.000\times10^{-11}\) m, \(x=4.913288\), \(e^{-x}=7.348288\times10^{-3}\), \(P_{2p}=1.324137\times10^5\ \mathrm{m^{-1/2}}\) and \(S=P_{2p}^2=1.753339\times10^{10}\ \mathrm{m^{-1}}\). For \(k=0\), \(\gamma(5,x)=13.059888\) and \(\Gamma(4,x)=1.664458\), so
\[
Z^0=\frac{13.059888}{24}=0.544162,\qquad W^0=\frac{4.913288\times1.664458}{24}=0.340748,\qquad Y^0=0.884910 .
\]
About 54 per cent of the 2p charge lies inside this radius. Equation (B) gives \(Y'=(0.884910-0.544162)/(5.000\times10^{-11}\ \mathrm m)=6.815\times10^9\ \mathrm{m^{-1}}\). In (C) the first term vanishes, and \(Y''=-S/r=-1.753339\times10^{10}/(5.000\times10^{-11})=-3.50668\times10^{20}\ \mathrm{m^{-2}}\). Finite differences of the defining integral give \(6.81497\times10^9\ \mathrm{m^{-1}}\) and \(-3.50668\times10^{20}\ \mathrm{m^{-2}}\).

For \(k=2\), \(\gamma(7,x)=162.180261\), and one integration by parts gives \(\Gamma(2,x)=(1+x)e^{-x}=0.043453\). Then
\[
Z^2=\frac{162.180261}{24\times4.913288^2}=0.279925,\qquad W^2=\frac{x^3(1+x)e^{-x}}{24}=0.214744,\qquad Y^2=0.494669 .
\]
Equation (B) gives \(Y'=(3\times0.494669-5\times0.279925)/(5.000\times10^{-11}\ \mathrm m)=1.688\times10^9\ \mathrm{m^{-1}}\). The two terms nearly cancel, since this radius is close to the maximum of \(Y^2\); with unrounded inputs the value is \(1.68761\times10^9\ \mathrm{m^{-1}}\), equal to the finite-difference slope. In (C),
\[
\frac{6\times0.494669}{(5.000\times10^{-11})^2}=1.18721\times10^{21},\qquad\frac{5\times1.753339\times10^{10}}{5.000\times10^{-11}}=1.75334\times10^{21},
\]
both in \(\mathrm{m^{-2}}\), and their difference \(Y''=-5.6613\times10^{20}\ \mathrm{m^{-2}}\) agrees with the finite-difference value \(-5.66133\times10^{20}\ \mathrm{m^{-2}}\).

**Q.** What voltage does that make?

**A.** Take one \(2p_z\) electron. Its angular density is \(3\cos^2\vartheta/4\pi\), with \(\vartheta\) the polar angle, and \(\mathcal P_2=(3\cos^2\vartheta-1)/2\) gives \(3\cos^2\vartheta=1+2\mathcal P_2\). Because \(\mathcal Y_{k0}\propto\mathcal P_k\), a term \(g_k\mathcal P_k\) in the angular density contributes \(4\pi g_k\mathcal P_k/(2k+1)\) to the sum in \(\varphi\). With \(g_0=1/4\pi\) and \(g_2=2/4\pi\) the weights are 1 and \(2/5\). On the axis \(\mathcal P_2=1\), so
\[
\varphi=-\frac{e}{4\pi\varepsilon_0r}\Big(Y^0+\tfrac25Y^2\Big)=-28.79929\ \mathrm V\times(0.884910+0.4\times0.494669)=-28.79929\ \mathrm V\times1.082778=-31.18324\ \mathrm V .
\]
A direct three-dimensional Coulomb integral, with no multipole expansion, gives \(-31.18324\) V. The bracket exceeds 1, so the potential here is stronger than that of a whole electron placed at the nucleus. The quadrupole term, \(0.4\times0.494669=0.197868\), more than makes up for the deficit of \(Y^0\) below 1, which is \(0.115090\). This is not so at every radius: near the nucleus the bracket tends to zero with \(Y^0\) and \(Y^2\), while far out it approaches 1 from above, as \(1+2M_2/(5r^2)\).

**Q.** And the Slater integrals?

**A.** When \(\tilde S=S\), the \(W\) part equals the \(Z\) part. The integral \(\int SW\,dr/r\) is the double integral of \(r^ks^{-k-1}S(r)S(s)\) over \(s>r\), and exchanging the names of \(r\) and \(s\) turns it into \(\int SZ\,dr/r\). Hence \(F^k=2K\int SZ^k\,dr/r\), and with \(1/r=\beta/x\),
\[
F^k=\frac{2K\beta}{576}\int_0^\infty x^{3-k}e^{-x}\gamma(5+k,x)\,dx .
\]
Repeated integration by parts gives \(\gamma(n,x)=(n-1)!\,[1-e^{-x}\sum_{j=0}^{n-1}x^j/j!]\), and \(\int_0^\infty x^pe^{-2x}dx=p!/2^{p+1}\). For \(k=0\) the integral is
\[
24\Big[3!-\sum_{j=0}^4\frac{(3+j)!}{j!\,2^{4+j}}\Big]=24\Big[6-\frac{96+192+240+240+210}{256}\Big]=24\cdot\frac{558}{256},
\]
so \(F^0=K\beta\,(48/576)(558/256)=\tfrac{93}{512}K\beta=\tfrac{93}{256}K\zeta_2\). For \(k=2\) it is
\[
720\Big[1!-\sum_{j=0}^6\frac{j+1}{2^{j+2}}\Big]=720\Big[1-\frac{64+64+48+32+20+12+7}{256}\Big]=720\cdot\frac9{256},
\]
so \(F^2=K\beta\,(1440/576)(9/256)=\tfrac{45}{512}K\beta=\tfrac{45}{256}K\zeta_2\). With \(K\zeta_2=1.13353\times10^{-17}\ \mathrm J=70.7496\) eV, \(F^0=(93/256)\times70.7496=25.7020\) eV \((4.11792\times10^{-18}\ \mathrm J)\) and \(F^2=(45/256)\times70.7496=12.4365\) eV \((1.99254\times10^{-18}\ \mathrm J)\). With \(P_{1s}=2\zeta_{1s}^{3/2}re^{-\zeta_{1s}r}\), quadrature gives \(G^1(1s,2p)=4.05971\times10^{-19}\ \mathrm J=2.5339\) eV. These are values for the chosen model orbitals, not measurements.

**Q.** How large are my two mistakes for this orbital?

**A.** For outward integration at \(k=2\), start at \(0.1\,a_0\), where \(Y^2=5.438134\times10^{-3}\), with an error of \(10^{-8}\). At \(10\,a_0\) the factor is \((10/0.1)^3=10^6\), so the predicted error is \(10^{-2}\), and the computed one is \(1.00000\times10^{-2}\). The true value there is \(M_2/r^2=1.109467/100=0.011095\). A starting value good to about two parts in a million leaves an answer wrong by nearly its own size.

For \(Y(R)=0\) at \(R=8a_0=4.23342\times10^{-10}\) m, the error at the edge is \(-M_2/R^2=-1.109467/64=-0.017335\), and
\[
\Delta F^2=-\frac{2.307078\times10^{-28}\times(3.10683\times10^{-21})^2}{(4.23342\times10^{-10})^5}\ \mathrm J=-1.6377\times10^{-22}\ \mathrm J=-1.0222\ \mathrm{meV},
\]
which the Numerov solution reproduces as \(-1.0222\) meV. The orbital is utterly negligible at that radius, yet the error is not, because it follows a power of \(R\) and not the decay of \(P\). At \(k=0\) the power is \(1/R\) in place of \(1/R^5\), and the shift \(-K/R\) is of the order of electronvolts.

**Q.** When does the result fail?

**A.** The differential equations, for \(r>0\), need only that the integrals exist and that \(S\) is continuous. The inner conditions \(Z(0)=0\) and \(Y(0)=0\) hold when \(S\) is also integrable at the origin, since then \(|Z|\le\int_0^r|S|\,ds\to0\) and the factor \((r/s)^{k+1}\le1\) in \(W\) tends to zero at every \(s\); a product of normalisable orbitals always is integrable. Without that they can fail: for \(k=1\) and \(S\simeq1/s\) at small \(s\), \(Z\to1\) and \(Y\to3/2\). Where \(S\) jumps, \(Y\) and \(Y'\) stay continuous and (C) holds on each side. Complex radial functions need \(S=P_a^*P_b\), and four-component orbitals with the Coulomb interaction need the sum of the large-component and small-component products; the equations are linear in \(S\) and do not change, though the power of \(r\) at the origin can, depending on the orbital and on whether the nucleus is a point or has a finite size. The outer condition needs \(W\to0\). If \(S\sim s^{-p}\), then \(W\sim r^{1-p}/(k+p)\), which vanishes only for \(p>1\), and \(M_k\) exists only for \(p>k+1\). One bound and one continuum orbital give an exponentially decaying \(S\) and cause no trouble. A continuum orbital paired with itself gives an \(S\) with a nonzero mean at infinity, and \(W^0\) diverges logarithmically. The powers \(r^k\) and \(r^{-k-1}\) belong to the bare Coulomb kernel. A Yukawa kernel replaces them by modified spherical Bessel functions and adds a screening term to (C), and an error-function attenuated kernel does not factorise into a function of \(r_<\) times a function of \(r_>\), so no such pair of sweeps exists. One more slip to avoid is using the radial orbital \(P/r\) in place of \(P\), which drops the factor \(r^2\) from \(S\).

**Q.** What does the numerical check below actually test?

**A.** It computes \(Z^k\) and \(Y^k\) from their defining integrals and compares everything else against them. Symbolic integration for sources \(x^me^{-x}\) confirms (A), (B), (C), the small-\(r\) coefficients and the fractions \(93/256\) and \(45/256\). Four numerical cases are used: 2p2p with \(k=0\) and \(2\), 1s2p with \(k=1\), and 1s2s with \(k=0\), where the 2s function has the radial form of \(P_{2p}\) made orthogonal to 1s by subtracting the overlap \(0.237711\) times \(P_{1s}\) and renormalising. In each, finite differences of Gauss–Legendre quadratures satisfy the three equations. The pair, integrated outward and then inward, reproduces \(Y^k\) at the four test radii \(0.2\), \(0.5\), \(1\) and \(2\,a_0\) with a largest error of \(1.1\times10^{-11}\). The Numerov solution on \(-12\le t\le4\) has, for 2p2p with \(k=2\), the errors \(1.14\times10^{-7}\) at \(h=0.04\) and \(7.13\times10^{-9}\) at \(h=0.02\), and the ratios in the four cases lie between \(15.97\) and \(16.02\), against \(2^4=16\) for a fourth-order method. For 2p2p the ends of that solution match the analytic \(A_k\) and \(M_k\) with a relative error below \(10^{-5}\), although it was told only the ratios \(e^{-\lambda h}\): at \(r=54.60\,a_0\) it gives \(Y^0=1.0000000\) for 2p2p and \(2.0\times10^{-12}\) for the orthogonal 1s2s pair. The axial potential is recomputed in prolate spheroidal coordinates with foci at the nucleus and the field point, where the volume element cancels the Coulomb singularity, and the outward instability and the box error are compared with their predicted values.

## Table of computed values

```
a0 = 5.291772e-11 m;  e^2/(4 pi eps0) = 2.307078e-28 J m
zeta_1s = 8.7/a0 = 1.64406e+11 1/m;  zeta_2 = 2.6/a0 = 4.91329e+10 1/m
beta = 2 zeta_2 = 9.82658e+10 1/m;  1s-2s raw overlap = 0.237711
2p2p k=0: pair err 3.6e-13; Numerov err h=0.04 4.12e-08, h=0.02 2.58e-09, ratio 16.01
2p2p k=2: pair err 1.1e-11; Numerov err h=0.04 1.14e-07, h=0.02 7.13e-09, ratio 16.02
1s2p k=1: pair err 3.4e-13; Numerov err h=0.04 1.67e-08, h=0.02 1.04e-09, ratio 16.01
1s2s k=0: pair err 1.2e-13; Numerov err h=0.04 1.18e-08, h=0.02 7.42e-10, ratio 15.97
A_0 = 2.45664e+10 1/m;  A_2 = 3.95362e+31 1/m^3
M_0 = 1.0;  M_2 = 3.10683e-21 m^2 = 1.109467 a0^2
Numerov at r = 54.60 a0: Y0(2p2p) = 1.0000000, Y0(1s2s) = 2.0e-12
r = 5.000e-11 m;  x = beta r = 4.913288;  exp(-x) = 7.348288e-03
P_2p = 1.324137e+05 m^-1/2;  S = 1.753339e+10 1/m
k=0: gamma(5,x) = 13.059888;  Gamma(4,x) = 1.664458
k=0: Z = 0.544162;  W = 0.340748;  Y = 0.884910
k=0: Y' pair = 6.81497e+09, finite diff = 6.81497e+09 1/m
k=0: k(k+1)Y/r^2 = 0.00000e+00;  (2k+1)S/r = 3.50668e+20 1/m^2
k=0: Y'' ODE = -3.50668e+20, finite diff = -3.50668e+20 1/m^2
k=2: gamma(7,x) = 162.180261;  Gamma(2,x) = 0.043453
k=2: Z = 0.279925;  W = 0.214744;  Y = 0.494669
k=2: Y' pair = 1.68761e+09, finite diff = 1.68761e+09 1/m
k=2: k(k+1)Y/r^2 = 1.18721e+21;  (2k+1)S/r = 1.75334e+21 1/m^2
k=2: Y'' ODE = -5.66133e+20, finite diff = -5.66133e+20 1/m^2
e/(4 pi eps0 r) = 28.79929 V;  Y0 + 2Y2/5 = 1.082778
phi(2p_z axis): from Y^k -31.18324 V;  3D integral -31.18324 V
zeta_2 e^2/(4 pi eps0) = 1.13353e-17 J = 70.7496 eV
F0(2p,2p) = 4.11792e-18 J = 25.7020 eV
F2(2p,2p) = 1.99254e-18 J = 12.4365 eV
G1(1s,2p) = 4.05971e-19 J = 2.5339 eV
outward k=2: Y(0.1 a0) = 5.438134e-03, start error 1e-8
outward k=2: Y(10 a0) = 0.011095, error 1.00000e-02, predicted 1e-2
R = 8 a0 = 4.23342e-10 m;  M_2/R^2 = 0.017335
F2 shift, Y(R)=0: -1.0222 meV; predicted -1.0222 meV = -1.6377e-22 J
```
